# Why CCSD Barely Feels an Orbital Rotation That CCD Feels Strongly

Take a closed-shell molecule and spoil its reference determinant on purpose: mix an occupied orbital with a virtual one through an angle \(\theta\), then solve the coupled-cluster equations again. Full configuration interaction would return the same energy, because the rotation changes only the description of the state. What do CCD, with double excitations alone, and CCSD, with singles and doubles, return, and why do they differ?

## What the rotation does

Let \(|0\rangle\) be the Hartree–Fock determinant, with real orbitals and doubly occupied levels. For one occupied orbital \(i\) and one virtual orbital \(a\), define

\[
A=\sum_\sigma a^\dagger_\sigma i_\sigma,\qquad B=\sum_\sigma i^\dagger_\sigma a_\sigma,\qquad K=A-B .
\]

Since \([K,i^\dagger]=a^\dagger\) and \([K,a^\dagger]=-i^\dagger\), the operator \(e^{\theta K}\) turns \(\varphi_i\) into \(c\,\varphi_i+s\,\varphi_a\) and \(\varphi_a\) into \(c\,\varphi_a-s\,\varphi_i\), where \(c=\cos\theta\) and \(s=\sin\theta\). Instead of rotating the determinant and its excitations, we may keep them fixed and use

\[
H_\theta=e^{-\theta K}He^{\theta K},\qquad \frac{dH_\theta}{d\theta}=[H_\theta,K].
\]

The reference energy \(\langle0|H_\theta|0\rangle\) responds first. Because \(B|0\rangle=0\) and \(\langle0|A=0\),

\[
\frac{dE_{\rm ref}}{d\theta}=\langle0|H_\theta A|0\rangle+\langle0|BH_\theta|0\rangle=4f_{ia}(\theta).
\]

Each matrix element gives the Fock element \(f_{ia}\) once per spin. At the Hartree–Fock point \(f_{ia}=0\); away from it, the rotation creates a coupling between the reference and the single excitation \(i\to a\).

## How singles repair the damage

The rotation acts on the pair \((i,a)\) as a \(2\times2\) matrix. With \(\tau=\tan\theta\) and \(c\neq0\),

\[
\begin{pmatrix}c&-s\\s&c\end{pmatrix}=
\begin{pmatrix}1&-\tau\\0&1\end{pmatrix}
\begin{pmatrix}1/c&0\\0&c\end{pmatrix}
\begin{pmatrix}1&0\\\tau&1\end{pmatrix}.
\]

The last two factors multiply to \(\begin{pmatrix}1/c&0\\s&c\end{pmatrix}\), and the upper left element of the full product is then \(1/c-s^2/c=c\). Exponentials of one-body operators multiply as their matrices do, so

\[
e^{\theta K}=e^{D}Ne^{S},\qquad S=\tau A,\qquad D=-\tau B,
\]

where \(N\) rescales the two orbitals. Here \(S\) excites and \(D\) de-excites.

Let \(T=T_1+T_2\) solve CCSD for \(H_\theta\), and set \(H_D=e^{-D}He^{D}\). All excitation operators commute, so \(S\) and \(T\) combine in one exponent:

\[
e^{-T}H_\theta e^{T}=e^{-(S+T)}N^{-1}H_DN e^{S+T}
=N^{-1}e^{-T_D}H_De^{T_D}N,
\]

\[
T_D=N(S+T)N^{-1}.
\]

\(N\) multiplies each determinant by a nonzero number. The projected equations for \(T\) and \(H_\theta\) are therefore the CCSD equations for \(T_D\) and \(H_D\), with the same energy. Solving for \(T=N^{-1}T_DN-S\), and using \(N^{-1}a^\dagger iN=a^\dagger i/c^2\), gives

\[
t_i^a(\theta)=\frac{t_i^a[D]}{\cos^2\theta}-\tan\theta .
\]

The singles thus supply \(-\tan\theta\) and undo the excitation factor \(S\). CCD has no amplitude that can do this.

The same repair is visible in the working equations. Put \(\tilde H=e^{-T_1}He^{T_1}\), with \(H\) expressed in the orbitals in use. CCSD requires

\[
\langle{}_i^a|\tilde H+[\tilde H,T_2]|0\rangle=0,
\]

\[
\langle{}_{ij}^{ab}|\tilde H+[\tilde H,T_2]+\tfrac12[[\tilde H,T_2],T_2]|0\rangle=0 .
\]

The series stop here because each \(T_2\) raises the excitation rank by two and \(\tilde H\) lowers it by at most two. CCD keeps the second equation with \(T_1=0\) and drops the first.

Under the \(T_1\) transformation \(i^\dagger\to i^\dagger-\sum_a t_i^a a^\dagger\) and \(a\to a+\sum_i t_i^a i\). For a fixed one-body operator \(f\) and a single amplitude \(t\), the source term of the singles equation becomes

\[
\tilde f_{ai}=f_{ai}+t(f_{aa}-f_{ii})-t^2f_{ia}.
\]

If the unrotated levels are \(\varepsilon_i,\varepsilon_a\), rotation gives \(f_{ia}=cs(\varepsilon_a-\varepsilon_i)\) and \(f_{aa}-f_{ii}=(c^2-s^2)(\varepsilon_a-\varepsilon_i)\). Inserting \(t=-s/c\),

\[
\tilde f_{ai}=(\varepsilon_a-\varepsilon_i)\left[cs-\frac sc(c^2-s^2)-\frac{s^3}{c}\right]=0 .
\]

In this independent-particle model the repair is complete. With interactions, the factor \(D\) remains to be dealt with.

## What is left over

Let \(P\) project on the reference and the excitations kept in \(T\), and let \(Q=1-P\). Write \(\bar X=e^{-T}Xe^{T}\), with \(\bar H\) formed from \(H_\theta\). The amplitude equations and the energy are together \(P\bar H|0\rangle=E|0\rangle\). Let \(L=\langle0|(1+\Lambda)\), with components in \(P\) alone, solve the linear equations \(L\bar HP=EL\). We assume that they have a unique solution and that \(T\) varies smoothly with \(\theta\).

Differentiate the amplitude equations and multiply from the left by \(L\). With \(T'=dT/d\theta\),

\[
\frac{dE}{d\theta}=L[\bar H,\bar K]|0\rangle+L[\bar H,T']|0\rangle .
\]

The last term vanishes. Its first half is \(L\bar HPT'|0\rangle=E\,LT'|0\rangle\). In its second half, \(T'\) raises the rank, so \(LT'\) can act only on components of \(\bar H|0\rangle\) that lie in \(P\), which again gives \(E\,LT'|0\rangle\).

Now insert \(P+Q\) between \(\bar H\) and \(\bar K\). Both \(P\) parts equal \(E\,L\bar K|0\rangle\) and cancel, leaving

\[
\boxed{\frac{dE}{d\theta}=L\bar HQ\bar K|0\rangle-L\bar KQ\bar H|0\rangle}
\]

The energy responds only through excitations that the method leaves out. If nothing is left out, it does not respond.

For CCD, \(Q\) contains the singles. Setting \(T\) and \(\Lambda\) to zero in their contribution gives \(2f_{ia}+2f_{ia}=4f_{ia}\), the reference slope. CCD therefore inherits the cost of the spoiled reference, modified by correlation.

For CCSD, \(Q\) starts at triples. In \(\bar K=A-\bar B\), the operator \(A\) drops out: \(A|0\rangle\) lies in \(P\), and \(A\) cannot bring a triple down to the ranks contained in \(L\). Since \(B\) lowers the rank by one, the only part of \(\bar B|0\rangle\) in \(Q\) is \(\tfrac12[[B,T_2],T_2]|0\rangle\), of rank \(2+2-1=3\). In the other term, only bare \(B\) lowers a triple to a double. With \(Q_3\) projecting on triples,

\[
\frac{dE_{\rm CCSD}}{d\theta}=L B Q_3\bar H|0\rangle-\tfrac12L\bar HQ_3[[B,T_2],T_2]|0\rangle .
\]

The triples in \(\bar H|0\rangle\) also need \(T_2\), because \(\tilde H\) alone excites at most two electrons.

At the Hartree–Fock reference we can count powers of the fluctuation potential, the part of \(H\) beyond the Fock operator. \(T_2\) and the doubles part of \(\Lambda\) are first order, and the triples in \(\bar H|0\rangle\) are second order. The first CCSD term is thus third order and the second is fourth. The CCD slope there is already second order: \(f_{ia}\) vanishes, but the potential acting with \(T_2\) still produces singles.

Two electrons have no triples, so their CCSD energy is constant along the smooth solution. For more electrons the insensitivity is approximate. It weakens when \(T_2\) and the omitted triples become large, as near-degeneracy can cause. The factorization fails at \(\theta=90^\circ\), where \(\tan\theta\) diverges, and in the independent-particle model the singles amplitude diverges with it. With interactions, the cluster amplitudes of the exact state diverge where the rotated reference loses its overlap with that state, which need not be at \(90^\circ\).

## How large are the changes in LiH?

Consider LiH at 1.6 Å in the 6-31G basis, with all four electrons correlated. The highest occupied Hartree–Fock orbital is rotated into the lowest virtual one; a positive angle initially moves electrons toward hydrogen. Iterative solution of the equations at each angle gives these changes from \(0^\circ\), in eV:

| Angle | Reference | CCD | CCSD |
|---:|---:|---:|---:|
| −10° | 0.313 | 0.165 | 0.000067 |
| 5° | 0.067 | 0.102 | −0.000037 |
| 10° | 0.256 | 0.307 | −0.000078 |
| 20° | 0.986 | 0.993 | −0.000175 |

At \(10^\circ\) the CCD change is about 4000 times the CCSD change in size. These numbers belong to the 6-31G basis and are not converged. In cc-pVDZ, in cc-pVDZ with core functions on Li (cc-pCVDZ), and in cc-pVTZ the CCD change at \(10^\circ\) is 0.27 to 0.28 eV, the CCSD change is \(-0.00005\), \(-0.00023\) and \(-0.00030\) eV, and the ratio is about 5800, 1200 and 900. The contrast of roughly three orders of magnitude survives; the digits do not. The singles amplitude shows the repair: \(t_i^a\) goes from \(-0.0393\) to \(-0.2229\), while \(-\tan10^\circ=-0.1763\). The amplitude belonging to \(H_D\) is therefore

\[
t_i^a[D]=(-0.2229+0.1763)\cos^2 10^\circ=-0.0452 .
\]

It differs from \(-0.0393\) because \(D\) acts on the correlated state. Without truncation, \(e^{T_D}|0\rangle\propto e^{-D}e^{T}|0\rangle\approx e^{T}(1+\tau\bar B)|0\rangle\), with \(T\) taken at \(0^\circ\). The \(i\to a\) part of \(\bar B|0\rangle\) comes from \([B,T_2]\) and \(\tfrac12[[B,T_1],T_1]\), so to first order the amplitude shifts by \(\tau\,[\,t_{i\bar i}^{a\bar a}-(t_i^a)^2\,]\), where \(t_{i\bar i}^{a\bar a}\) multiplies the excitation \(i\to a\) for both spins. The second term is \(-0.1763\times0.0393^2\approx-0.0003\), a small part of the shift \(-0.0059\). To this order the rest comes from the double excitation that \(B\) lowers to a single.

The slopes locate the cause. They follow from the boxed formula, with \(L\) obtained from linear equations in the space of all determinants. At \(10^\circ\) the singles contribute 2.903 eV/rad to the CCD slope, nearly all of it; the reference slope there is \(4f_{ia}=2.840\) eV/rad. So close a match is particular to this angle. The CCD slope starts above the reference slope at \(0^\circ\) and later falls below it: from \(10^\circ\) to \(20^\circ\) the reference rises by 0.730 eV and CCD by 0.686 eV. The CCSD slope is \(-0.00049\) eV/rad there and \(-0.00041\) eV/rad at \(0^\circ\). Their mean times the angle reproduces the tabulated change:

\[
-0.000448\ \text{eV/rad}\times0.1745\ \text{rad}\approx-0.000078\ \text{eV}.
\]

CCD is also lopsided: it rises more at \(+10^\circ\) than at \(-10^\circ\), although the reference does the opposite. The reason is its slope at the Hartree–Fock point, 0.526 eV/rad, almost all of it from singles. The two \(10^\circ\) entries give an approximate curvature

\[
\frac{0.165+0.307}{0.1745^2}\approx15.5\ \text{eV/rad}^2,
\]

so a parabola puts the CCD minimum near \(-0.526/15.5=-0.034\) rad, or about \(-2^\circ\). CCD would prefer slightly different orbitals, and the CCSD amplitude \(-0.039\) points the same way.

Freezing the lowest orbital leaves two correlated electrons. At \(10^\circ\) CCD still changes by 0.307 eV, while the CCSD change falls to the solver noise, below \(10^{-9}\) eV. The small CCSD response in the four-electron calculation therefore needs the core electrons, as the triples argument demands. This makes LiH, one valence pair over a tight core, a favourable case. In water (0.96 Å, 104.5°, 6-31G, all electrons correlated), a \(10^\circ\) rotation of the highest occupied \(a_1\) orbital into the lowest virtual one changes CCD by 0.72 eV and CCSD by 0.009 eV, a ratio near 80.

Small does not mean negligible by every measure. At \(0^\circ\) CCSD lies 0.00031 eV above full configuration interaction in the same basis, so the \(10^\circ\) change is about a quarter of that error (about a sixth in cc-pVDZ). The rotation happens to lower CCSD toward the full result at the tabulated positive angles and raise it at \(-10^\circ\). The descent does not stop there: CCSD meets the full result near \(30^\circ\) and lies 0.0002 eV below it at \(40^\circ\). Since the projected CCSD energy is not a variational bound, a lower value is not in itself a better one.
